# Linde's Valence-Squared Trend from Born Scattering by Screened Impurities: a program that tests the result

```python
"""Residual resistivity of dilute charged impurities in a monovalent metal.

Result under test (Hartree atomic units, lengths in Bohr radii a0):
  sigma_tr = 2 pi z^2 / kF^4 * [ln(1 + 1/s) - 1/(1 + s)],
  s = ks^2/(4 kF^2) = 1/(pi kF),  ks^2 = 4 kF/pi,
  resistivity = c * hbar * kF * sigma_tr / e^2  (SI form).
z: valence difference impurity minus host; c: atomic impurity fraction;
kF: Fermi wave number; ks: Thomas-Fermi screening wave number.
The electron's potential energy is -z exp(-ks r)/r.
Phase shifts of this same potential test the weak-scattering limit.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import spherical_jn, spherical_yn

bohr = const.physical_constants["Bohr radius"][0]
hartree_ev = const.physical_constants["Hartree energy in eV"][0]

# Model host
rs = 3.0
density = 3 / (4 * np.pi * rs**3)
kF = (3 * np.pi**2 * density) ** (1 / 3)
fermi_energy = kF**2 / 2
ks = np.sqrt(4 * kF / np.pi)
s = 1 / (np.pi * kF)


def born_differential(cos_theta, z=1.0):
    q_squared = 2 * kF**2 * (1 - cos_theta)
    return 4 * z**2 / (q_squared + ks**2) ** 2


def born_transport(z):
    bracket = np.log(1 + 1 / s) - 1 / (1 + s)
    return 2 * np.pi * z**2 / kF**4 * bracket


def resistivity_si(sigma_tr, fraction):
    """Resistivity in ohm metre; sigma_tr is in a0^2."""
    return fraction * const.hbar * (kF / bohr) * sigma_tr * bohr**2 / const.e**2


# Screening: differentiate the free-electron density numerically
def electron_density(mu):
    return (2 * mu) ** 1.5 / (3 * np.pi**2)


step = 1e-4 * fermi_energy
dn_dmu = (electron_density(fermi_energy + step)
          - electron_density(fermi_energy - step)) / (2 * step)
assert abs(4 * np.pi * dn_dmu / ks**2 - 1) < 1e-6
cloud = quad(lambda r: 4 * np.pi * r * dn_dmu * np.exp(-ks * r), 0, 50)[0]
assert abs(cloud - 1) < 1e-6

# Fourier transform of the potential by radial quadrature
for q in (0.3, 0.9, 2 * kF):
    transform = quad(lambda r: -4 * np.pi * np.exp(-ks * r) * np.sin(q * r) / q,
                     0, 50, limit=200)[0]
    assert abs(transform / (-4 * np.pi / (q**2 + ks**2)) - 1) < 1e-7
    cos_q = 1 - q**2 / (2 * kF**2)
    from_transform = (transform / (2 * np.pi)) ** 2
    assert abs(from_transform / born_differential(cos_q) - 1) < 1e-7

# Angular integrals from their definitions
sigma_total = quad(lambda x: 2 * np.pi * born_differential(x), -1, 1)[0]
sigma_direct = quad(lambda x: 2 * np.pi * (1 - x) * born_differential(x), -1, 1)[0]
assert abs(sigma_direct / born_transport(1) - 1) < 1e-9

# Collision integral acting on cos(alpha), for tilted incoming directions
nodes, weights = np.polynomial.legendre.leggauss(80)
phi = np.arange(160) * 2 * np.pi / 160
for alpha in (0.4, 1.1, 2.3):
    cos_between = (np.cos(alpha) * nodes[:, None]
                   + np.sin(alpha) * np.sqrt(1 - nodes[:, None]**2) * np.cos(phi))
    kernel = born_differential(cos_between).sum(axis=1) * 2 * np.pi / len(phi)
    decay = weights @ (kernel * (np.cos(alpha) - nodes))
    assert abs(decay / (np.cos(alpha) * born_transport(1)) - 1) < 1e-8

# Boltzmann conductivity by an integral over wave number at low temperature
fraction = 0.01
lifetime = 1 / (fraction * density * kF * born_transport(1))
temperature = 0.005 * fermi_energy


def current_integrand(k):
    x = (k**2 / 2 - fermi_energy) / temperature
    minus_df_de = 1 / (4 * temperature * np.cosh(x / 2) ** 2)
    return k**4 * minus_df_de * lifetime / (3 * np.pi**2)


conductivity = quad(current_integrand, 0.85 * kF, 1.15 * kF,
                    points=[kF], limit=200)[0]
rho_boltzmann = const.hbar * bohr / const.e**2 / conductivity
rho_formula = resistivity_si(born_transport(1), fraction)
# The finite temperature changes the integral by a few parts in 1e5
assert abs(rho_boltzmann / rho_formula - 1) < 1e-3

# Radial Schroedinger equation for many potential strengths at once
strengths = np.arange(-60, 61) / 20
center = 60
l_max = 10
r_start, r_end = 1e-3, 30.0


def phase_shifts(l):
    count = len(strengths)

    def derivative(r, y):
        u, slope = y[:count], y[count:]
        factor = (l * (l + 1) / r**2 - kF**2
                  - 2 * strengths * np.exp(-ks * r) / r)
        return np.concatenate((slope, factor * u))

    u0 = 1 - strengths * r_start / (l + 1)
    slope0 = (l + 1) / r_start - strengths * (l + 2) / (l + 1)
    result = solve_ivp(derivative, (r_start, r_end),
                       np.concatenate((u0, slope0)), method="DOP853",
                       rtol=1e-9, atol=1e-10, t_eval=[r_end])
    assert result.success
    u, slope = result.y[:count, -1], result.y[count:, -1]
    x = kF * r_end
    j, y = spherical_jn(l, x), spherical_yn(l, x)
    regular, irregular = r_end * j, r_end * y
    d_regular = j + x * spherical_jn(l, x, derivative=True)
    d_irregular = y + x * spherical_yn(l, x, derivative=True)
    delta = np.arctan((u * d_regular - slope * regular)
                      / (u * d_irregular - slope * irregular))
    delta = np.unwrap(delta, period=np.pi)
    return delta - np.pi * np.round(delta[center] / np.pi)


delta = np.array([phase_shifts(l) for l in range(l_max + 1)])
assert np.max(np.abs(delta[:, center])) < 1e-5
degeneracy = 2 * np.arange(l_max + 1) + 1
partial = degeneracy[:, None] * np.exp(1j * delta) * np.sin(delta)
amplitude = np.polynomial.legendre.legvander(nodes, l_max) @ partial / kF
sigma_phase = 2 * np.pi * (weights * (1 - nodes)) @ np.abs(amplitude) ** 2
friedel = 2 / np.pi * degeneracy @ delta


def at(values, z):
    return values[center + int(round(20 * z))]


def even_coefficient(z):
    return (at(sigma_phase, z) + at(sigma_phase, -z)) / (2 * z**2)


def asymmetry(z):
    plus, minus = at(sigma_phase, z), at(sigma_phase, -z)
    return (plus - minus) / (plus + minus)


def friedel_slope(z):
    return (at(friedel, z) - at(friedel, -z)) / (2 * z)


# Extrapolation removes the next even power of the potential strength
weak_limit = (4 * even_coefficient(0.05) - even_coefficient(0.1)) / 3
friedel_limit = (4 * friedel_slope(0.05) - friedel_slope(0.1)) / 3
assert abs(weak_limit / born_transport(1) - 1) < 2e-3
assert abs(friedel_limit - 1) < 2e-3
# The leading correction is odd and linear relative to the square law
assert abs(asymmetry(0.1) / asymmetry(0.05) - 2) < 0.1

to_micro_ohm_cm = 1e8
print(f"Host radius parameter rs = {rs:.1f} a0")
print(f"Fermi wave number kF = {kF:.4f} 1/a0")
print(f"Fermi energy = {fermi_energy * hartree_ev:.3f} eV")
print(f"Screening wave number ks = {ks:.4f} 1/a0")
print(f"Screening length 1/ks = {1 / ks:.4f} a0")
print(f"Screening parameter s = {s:.4f} (dimensionless)")
print(f"Logarithm ln(1+1/s) = {np.log(1 + 1 / s):.4f} (dimensionless)")
print(f"Fraction 1/(1+s) = {1 / (1 + s):.4f} (dimensionless)")
print(f"Bracket = {np.log(1 + 1 / s) - 1 / (1 + s):.4f} (dimensionless)")
print(f"Screening electrons for dZ=1 = {cloud:.6f} electrons")
potential_ratio = ks * np.exp(-1) / fermi_energy
print(f"|U(1/ks)|/EF for dZ=1 = {potential_ratio:.3f} (dimensionless)")
print(f"Born total cross section, dZ=1 = {sigma_total:.3f} a0^2")
print(f"Born transport cross section, dZ=1 = {born_transport(1):.3f} a0^2")
print(f"Same transport cross section = {born_transport(1) * bohr**2 * 1e20:.3f} angstrom^2")
print(f"Transport/total ratio = {born_transport(1) / sigma_total:.4f} (dimensionless)")
print(f"Boltzmann-integral resistivity, dZ=1, 1 at.% = "
      f"{rho_boltzmann * to_micro_ohm_cm:.4f} microohm cm")
for z in (1, 2, 3):
    born_rho = resistivity_si(born_transport(z), fraction) * to_micro_ohm_cm
    phase_rho = resistivity_si(at(sigma_phase, z), fraction) * to_micro_ohm_cm
    print(f"dZ={z}: Born resistivity at 1 at.% = {born_rho:.3f} microohm cm")
    print(f"dZ={z}: phase-shift resistivity at 1 at.% = {phase_rho:.3f} microohm cm")
    print(f"dZ={z}: phase-shift/Born ratio = "
          f"{at(sigma_phase, z) / born_transport(z):.4f} (dimensionless)")
negative_rho = resistivity_si(at(sigma_phase, -1), fraction) * to_micro_ohm_cm
print(f"dZ=-1: phase-shift resistivity at 1 at.% = {negative_rho:.3f} microohm cm")
print(f"Weak-limit sigma_tr/dZ^2 from phase shifts = {weak_limit:.4f} a0^2")
for z in (0.05, 0.1):
    print(f"Sign asymmetry at |dZ|={z:.2f} = {asymmetry(z):.5f} (dimensionless)")
print(f"Weak-limit Friedel sum/dZ = {friedel_limit:.5f} (dimensionless)")
print(f"Friedel sum at dZ=1 = {at(friedel, 1):.4f} electrons")
print(f"s-wave phase shift at dZ=1 = {at(delta[0], 1):.4f} rad")
print(f"p-wave phase shift at dZ=1 = {at(delta[1], 1):.4f} rad")
print("all good")
```

Running it gives:

```
Host radius parameter rs = 3.0 a0
Fermi wave number kF = 0.6397 1/a0
Fermi energy = 5.568 eV
Screening wave number ks = 0.9025 1/a0
Screening length 1/ks = 1.1080 a0
Screening parameter s = 0.4976 (dimensionless)
Logarithm ln(1+1/s) = 1.1019 (dimensionless)
Fraction 1/(1+s) = 0.6677 (dimensionless)
Bracket = 0.4341 (dimensionless)
Screening electrons for dZ=1 = 1.000000 electrons
|U(1/ks)|/EF for dZ=1 = 1.623 (dimensionless)
Born total cross section, dZ=1 = 25.173 a0^2
Born transport cross section, dZ=1 = 16.286 a0^2
Same transport cross section = 4.561 angstrom^2
Transport/total ratio = 0.6470 (dimensionless)
Boltzmann-integral resistivity, dZ=1, 1 at.% = 2.2649 microohm cm
dZ=1: Born resistivity at 1 at.% = 2.265 microohm cm
dZ=1: phase-shift resistivity at 1 at.% = 4.039 microohm cm
dZ=1: phase-shift/Born ratio = 1.7831 (dimensionless)
dZ=2: Born resistivity at 1 at.% = 9.060 microohm cm
dZ=2: phase-shift resistivity at 1 at.% = 4.486 microohm cm
dZ=2: phase-shift/Born ratio = 0.4951 (dimensionless)
dZ=3: Born resistivity at 1 at.% = 20.385 microohm cm
dZ=3: phase-shift resistivity at 1 at.% = 8.335 microohm cm
dZ=3: phase-shift/Born ratio = 0.4089 (dimensionless)
dZ=-1: phase-shift resistivity at 1 at.% = 0.797 microohm cm
Weak-limit sigma_tr/dZ^2 from phase shifts = 16.2864 a0^2
Sign asymmetry at |dZ|=0.05 = 0.06250 (dimensionless)
Sign asymmetry at |dZ|=0.10 = 0.12429 (dimensionless)
Weak-limit Friedel sum/dZ = 1.00000 (dimensionless)
Friedel sum at dZ=1 = 1.4363 electrons
s-wave phase shift at dZ=1 = 1.4322 rad
p-wave phase shift at dZ=1 = 0.1896 rad
all good
```
